# Why cubic magnetocrystalline anisotropy starts at fourth order in spin–orbit coupling, part 2

To calculate the magnetocrystalline anisotropy of a cubic insulating barrier, one must decide whether second order in spin–orbit coupling suffices and how finely energies must be resolved. The model for one magnetic ion is

$$H(\mathbf n)=H_{\rm orb}+h\,\mathbf n\cdot\mathbf S+\zeta\sum_i\mathbf l_i\cdot\mathbf s_i,$$

with Coulomb repulsion and crystal field in $H_{\rm orb}$, exchange field $h$ along the unit vector $\mathbf n$, and spin–orbit constant $\zeta$. Angular momenta are in units of $\hbar$, and $a=x,y,z$ are crystal axes. The ground energy is $E_0+\sum_kE_k$, with $E_k\propto\zeta^k$.

Rotating the spins alone turns the unperturbed part into $H_0=H_{\rm orb}+hS_z$, with ground state $|0\rangle$, excited states $|m\rangle$ and

$$Q=\sum_{m\ne0}\frac{|m\rangle\langle m|}{E_0-E_m}. \tag{4}$$

The second-order energy is

$$E_2=\zeta^2\Big[\sum_aA_{aa}+\sum_{ac}(B_{ac}-A_{ac})n_an_c+\sum_{ace}C_{ac}\epsilon_{ace}n_e\Big], \tag{6}$$

where the tensors $A_{ac},B_{ac},C_{ac}$ are set by $H_0$ and the last term vanishes by time reversal.

For a nondegenerate, gapped ground state and a fixed cubic lattice,

$$s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2, \tag{11}$$

$$E_1=0,\qquad E_2,\,E_3\ \text{independent of }\mathbf n,$$

$$E_4=\text{const}+K^{(4)}s. \tag{12}$$

Crystal rotations $g$ give $E(g\mathbf n)=E(\mathbf n)$. The anisotropy constant $K$ is defined by $E=\text{const}+Ks$, so

$$K=4[E(110)-E(100)],\qquad E(111)-E(100)=K/3. \tag{13}$$

The example is high-spin Fe³⁺ ($3d^5$, $S=5/2$, an orbitally nondegenerate sextet) on the octahedral site of a cubic spinel ferrite. Its parameters are Racah $B=0.08$ eV and $C=0.40$ eV, cubic splitting $10Dq=1.6$ eV, $\zeta=0.055$ eV and $h=0.06$ eV. Orders 4 to 8 give

$$K=-3477-757-3.2+0.8-0.1\simeq-4237\ \text{neV per ion}, \tag{14}$$

as does direct diagonalization. The full cubic range is $|K|/3=1.4$ µeV.

### The weak-field limit: a spin Hamiltonian

When $h$ is small compared with the crystal-field gaps, the sextet can be treated by itself. At $h=0$ its effective Hamiltonian is even under time reversal and cubic, and operators on spin $5/2$ have rank at most 5. Apart from a constant, one invariant remains:

$$H_{\rm eff}=\frac a6\left(S_x^4+S_y^4+S_z^4\right). \tag{15}$$

To find its energy when the spin is polarized along $\mathbf n$, regard the spin as $N=2S$ parallel spins one-half. Then $S_a=\frac12\sum_{i=1}^N\sigma_{ia}$. The $\sigma_{ia}$ of different spins are independent in this state, each has mean $\pm n_a$, and $\sigma_{ia}^2=1$. In $\langle S_a^4\rangle$ a factor $n_a^4$ arises when all four indices differ, which happens in $N(N-1)(N-2)(N-3)$ ways. Every repeated index lowers the power to $n_a^2$ or $n_a^0$, and these sum to constants over the three axes. So

$$\Big\langle\sum_aS_a^4\Big\rangle=\text{const}+\frac{N(N-1)(N-2)(N-3)}{16}\sum_an_a^4. \tag{16}$$

For $N=5$ the coefficient is $120/16=15/2$. With $\sum_an_a^4=1-2s$,

$$K=\frac a6\cdot\frac{15}2\cdot(-2)=-\frac52a. \tag{17}$$

The constant $a$ can be read from the zero-field levels. Write $S_x$ and $S_y$ with the ladder operators $S_\pm$. In $S_x^4+S_y^4$ the terms that change $M$ by $\pm2$ cancel, and $\frac18(S_+^4+S_-^4)$ remains beside a diagonal part. For the diagonal part,

$$\langle S_x^4\rangle=\|S_x^2|M\rangle\|^2=\tfrac1{16}\Big[\|S_+^2|M\rangle\|^2+\|S_-^2|M\rangle\|^2+4\big(\tfrac{35}4-M^2\big)^2\Big],$$

and $\langle S_y^4\rangle$ is equal to it. The squared ladder elements between neighbouring $M$ are 5, 8, 9, 8, 5. For $|M|=\frac12,\frac32,\frac52$ the three brackets are

$$40+72+289=401,\qquad 72+0+169=241,\qquad 40+0+25=65 .$$

Doubling, dividing by 16 and adding $M^4$ gives diagonal elements of $\sum_aS_a^4$ equal to 50.19, 35.19 and 47.19.

The states $M=\pm\frac12$ are not coupled further. The states $\frac52$ and $-\frac32$ are coupled by $\frac18\sqrt{8\cdot9\cdot8\cdot5}=3\sqrt5$, as are their partners with reversed $M$. Their mean is 41.19 and half their difference is 6, so the eigenvalues are $41.19\pm\sqrt{36+45}$, that is 50.19 and 32.19. The sextet splits into a quartet and a doublet separated by $18a/6=3a$, with the quartet higher if $a>0$.

Diagonalization at $h=0$ gives this pattern with $a=2.01$ µeV, and (17) predicts $K=-5.03$ µeV. The direct value at $h=1$ meV is $-5.02$ µeV. At the working field of 60 meV, $K$ is $-4.24$ µeV, 16% smaller in magnitude. The exchange field is then no longer negligible beside the gaps.

### Small spin

Equation (16) contains a restriction that spatial symmetry alone does not show. Its coefficient vanishes for $N<4$, that is, for $S<2$. Such a spin carries no operator of rank 4, and its fourth-order anisotropy vanishes as $h\to0$.

At finite $h$ the field also acts in the higher levels that spin–orbit coupling admixes, and this supplies factors of $\mathbf n$ itself. For $S=1$ the spin provides rank 2 at most, so at least two factors $h\mathbf n$ are needed, and $K^{(4)}$ should fall as $h^2$. For the octahedral $d^8$ ion with $10Dq=1.0$ eV, it is $-53.2$ neV at $h=0.04$ eV and $-13.9$ neV at $0.02$ eV. The ratio is 3.8, close to 4. "Fourth order" is thus the first order allowed, and its coefficient has to be examined for each ion.

### Lower symmetry

Add a tetragonal field $v\sum_il_{iz}^2$ with $v=0.03$ eV to the ferric ion. Equation (6) now permits anisotropy at order 2. The contributions to $E(001)-E(100)$ are

$$-1.81\ (\text{order }2),\qquad+8.62\ (\text{order }3),\qquad-0.47\ (\text{order }4)\ \text{µeV},$$

and direct diagonalization gives 6.35 µeV in total. The third order exceeds the second and has the opposite sign. For this distortion a second-order formula would give the wrong sign, although second order is allowed. The second order is small here because of a near cancellation. Between $t_{2g}$ and $e_g$ orbitals, $l_z$ connects $xy$ with $x^2-y^2$, and the field raises both by $4v$. Likewise $l_x$ connects $yz$ with $y^2-z^2$, and the field raises the mean energy of both by $v$. The second-order anisotropy therefore has almost no part linear in $v$. A distortion that splits the $t_{2g}$ and $e_g$ orbitals in other proportions can give a second-order term tens of times larger, which then dominates.

The energies at $\zeta/2$ and $\zeta/4$ give an apparent power of 4.9. This does not show that order 2 is absent. From the three terms above, the energies are about

$$-0.452+1.077-0.029=0.596,\qquad-0.113+0.135-0.002=0.020\ \text{µeV},$$

and their ratio of about 30 comes from cancellation. The part of the direct energies even in $\zeta$, extrapolated to small $\zeta$, returns the second-order value of $-1.81$ µeV. A fitted exponent identifies the leading order only where one order dominates.

The octahedral site of a spinel is in fact trigonally distorted, along one of the four $\langle111\rangle$ axes, while the crystal as a whole remains cubic. A site with axis $\mathbf t$ has a second-order energy $D(\mathbf n\cdot\mathbf t)^2$. The components of the four axes are $\pm1/\sqrt3$, with signs such that

$$\frac14\sum_{\mathbf t}t_at_b=\frac13\delta_{ab}.$$

The mean energy is therefore $D/3$, independent of $\mathbf n$. For a distortion field of the same form and strength, 0.03 eV, one site has a second-order spread of 10 µeV over the sampled directions. The mean of four sites has none beyond rounding. Their mean $K$ is $-4.26$ µeV, within 0.5% of the undistorted value. The shift grows roughly as the square of the field and is about 5% at 0.1 eV. The rule applies to the crystal, provided the ground state of each site is orbitally nondegenerate, and a calculation that contains one of the four sites alone would report a uniaxial term that the crystal does not have.

### Orbital degeneracy

The expansion fails if the ground orbital is degenerate, because (4) then contains vanishing denominators. Consider an orbital triplet that behaves as an angular momentum $l=1$. First-order degenerate perturbation theory selects a state with $\mathbf l\cdot\mathbf n=\pm1$, at an energy that does not depend on direction. In that state the mean square along $\mathbf n$ is 1, and the total $l(l+1)=2$ leaves $\frac12$ for each transverse axis. Hence

$$\langle l_a^2\rangle=n_a^2+\tfrac12(1-n_a^2)=\tfrac12(1+n_a^2). \tag{18}$$

Second order supplies an operator quadratic in $\mathbf n$, and cubic symmetry allows it to contain $c\,\zeta^2\sum_an_a^2l_a^2$. Its average is $\frac12c\,\zeta^2(1+\sum_an_a^4)$. The quartic anisotropy appears already at $\zeta^2$, because the state itself follows $\mathbf n$.

An octahedral high-spin $d^7$ ion, with $10Dq=1.0$ eV and the same $B$, $C$ and $h$, shows this. Between $\zeta=0.1$ and 0.2 meV the power is 2.00. At $\zeta=0.065$ eV, a rough value for Co²⁺, $4[E(110)-E(100)]$ is 2.5 meV, nearly 600 times the magnitude for the ferric ion. The crystal field and $\zeta$ differ between the two cases, so the ratio does not isolate degeneracy.

The power 2 and the quartic form belong to a triplet on an exactly cubic site. On the trigonal site of a spinel the triplet splits. If its doublet part lies lowest and $\zeta$ is small beside the splitting, the orbital moment is tied to the site axis and the energy is proportional to $-\zeta|\mathbf n\cdot\mathbf t|$. The mean of $|\mathbf n\cdot\mathbf t|$ over the four axes is 0.58 along $[100]$ and 0.41 along $[110]$, so the cubic crystal is anisotropic at first order in $\zeta$. An orbital doublet on a cubic site, as in octahedral $d^9$, gives a $\zeta^2$ term proportional to $\sqrt{1-3s}$, which is not a quartic polynomial.

In a metal, occupied and empty states meet at the Fermi surface, and the gap assumed here is absent. Cubic symmetry still forbids a rank-2 anisotropy at any $\zeta$, since $E(g\mathbf n)=E(\mathbf n)$ needs no expansion. What is no longer proved is that the remaining anisotropy scales as $\zeta^4$.

### A lattice free to relax

So far the lattice was fixed. Let it take strains $\varepsilon_a$ along the cube axes. To leading order the energy per ion gains

$$b\sum_a\varepsilon_an_a^2+\frac\Omega2\Big[(c_{11}-c_{12})\sum_a\varepsilon_a^2+c_{12}\Big(\sum_a\varepsilon_a\Big)^2\Big],$$

where $\Omega$ is the volume per octahedral ion and $c_{11},c_{12}$ are elastic constants. Split $n_a^2$ into $\frac13$ and $n_a^2-\frac13$. The first part causes an isotropic volume change. The second has zero sum, so the last term of the elastic energy does not act on it, and minimization gives

$$-\frac{b^2}{2\Omega(c_{11}-c_{12})}\sum_a\Big(n_a^2-\frac13\Big)^2 .$$

The sum equals $\sum_an_a^4-\frac13=\frac23-2s$. Relaxation therefore adds

$$\Delta K=+\frac{b^2}{\Omega(c_{11}-c_{12})}. \tag{19}$$

Since $b$ may start at $\zeta^2$, this may start at $\zeta^4$, the same order as $K$ itself.

For its size I take a field change $dv/d\varepsilon=1$ eV, $c_{11}=270$ GPa, $c_{12}=160$ GPa and a cubic cell of 0.834 nm with 16 octahedral ions, all rough. A strain $\varepsilon_z$ alone changes $E(001)-E(100)$ by $b\varepsilon_z$, so $b$ is the linear response of this difference to $v$, times $dv/d\varepsilon$. To remove the quadratic response I keep only the part of the tetragonal difference that is odd in $v$, which is 7.95 µeV at $v=0.03$ eV. This gives $b=265$ µeV per ion, and $\Omega(c_{11}-c_{12})$ is about 25 eV. For this form of field the correction is 2.8 neV, less than 0.1% of $|K|$. This is not an estimate for a real ferrite, because the near cancellation noted under lower symmetry makes $b$ unusually small. If strain splits the $t_{2g}$ and $e_g$ orbitals in other proportions, $b$ can be ten times larger. The correction grows as $b^2$ and then reaches several per cent of $|K|$ or more. Shear strains were not included.

### Temperature

At 300 K the higher levels of the sextet are populated. If $p_M$ is the population of level $M$ along the field, the anisotropic free energy is, to first order, the average of the rank-4 level shifts. These shifts form an even quartic in $M$ whose products with 1 and with $M^2$ sum to zero over the levels, because operators of different rank have zero trace product. With the value 1 at $|M|=\frac52$, the two conditions give $-3$ at $\frac32$ and 2 at $\frac12$.

The mean-field Curie temperature is $h(S+1)/(3k_B)=812$ K, and the reduced moment at 300 K is 0.95. The average of $(1,-3,2,2,-3,1)$ is then 0.62. In the weak-field limit, with $h$ and $k_BT$ both reduced a hundredfold, the $K$ computed from the free energy is likewise 0.62 of the ground-state value at the same field. At the actual field, $K$ is $-2.56$ µeV at 300 K, 60% of its low-temperature value. A loss of 5% in the moment accompanies a loss of 40% in the anisotropy.

### Beside a real barrier

Per unit volume, with octahedral ions alone, the low-temperature result is

$$\frac{K}{\Omega}=-4.24\ \text{µeV}\times\frac{16}{(0.834\ \text{nm})^3}\simeq-1.9\times10^4\ \text{J/m}^3 .$$

The 300 K value corresponds to $-1.1\times10^4$ J/m³. Cubic ferrites without cobalt have room-temperature anisotropies of roughly $10^4$ J/m³ or somewhat less, so the scale is reasonable, but the agreement should not be pressed. Raising $10Dq$ by 10%, with everything else fixed, changes $K$ to $-6.95$ µeV, an increase of 64% in magnitude. The model also omits explicit ligand orbitals, anisotropic exchange between ions and the tetrahedral sublattice, and it places Fe³⁺ on every octahedral site. In a thin epitaxial barrier the assumption most directly broken is cubic symmetry. Even with the unusually small value of $b$ above, a 1% difference between normal and in-plane strain gives a uniaxial energy of 2.7 µeV per ion to linear order ($+2.5$ or $-2.8$ µeV for the two signs of strain once the quadratic response is added), about twice the whole cubic range of 1.4 µeV. A film also has a magnetostatic shape energy $\mu_0M_s^2/2$, which lies outside this model. For a rough $M_s=3\times10^5$ A/m it is about $6\times10^4$ J/m³, some nine times the cubic range $|K|/3\Omega$.

This settles the opening decision for an unstrained cubic insulator with an orbitally nondegenerate ground state. Spin–orbit coupling has to be carried at least to fourth order, or diagonalized in full. For this ion the fourth order alone falls 18% short of $K$, so an accuracy of 10% needs the fifth order as well, with energies resolved to about 0.1 µeV. Two comparisons can reveal a spurious lowering of symmetry, for example by a sampling mesh, although passing both does not exclude one. The energies along $[100]$, $[010]$ and $[001]$ must agree. Where orders 4 and 5 dominate, $E(111)-E(100)$ must also be $4/3$ of $E(110)-E(100)$. The values used here are listed in the numerical output below.

## Computed results

```
invariants of group O, rank 0..6: [1, 0, 0, 0, 1, 0, 1]
invariants of group T, rank 0..6: [1, 0, 0, 1, 1, 0, 2]
Racah B, C: 0.08, 0.4 eV
cubic splitting 10Dq, Fe3+: 1.6 eV
cubic splitting 10Dq, d7 and d8 ions: 1 eV
spin-orbit constant zeta, Fe3+ and d8: 0.055 eV
exchange field energy h: 0.06 eV
number of d5 states: 252
gap from sextet to first other level, zeta=h=0: 1.519 eV
spin projection of unperturbed ground state: -2.5
order 1: E(100) -9.4741e-17 eV; spread over 50 directions 1.472e-07 neV
order 2: E(100) -5.6541e-03 eV; spread over 50 directions 1.908e-08 neV
order 3: E(100) -5.4546e-06 eV; spread over 50 directions 7.496e-10 neV
order 4: E(100) -2.3283e-06 eV; spread over 50 directions 1.154e+03 neV
order 5: E(100) 1.7601e-07 eV; spread over 50 directions 2.513e+02 neV
order 6: E(100) -1.3993e-09 eV; spread over 50 directions 9.950e-01 neV
order 4: contribution to K: -3477 neV
order 5: contribution to K: -757.2 neV
order 6: contribution to K: -3.203 neV
order 7: contribution to K: 0.8236 neV
order 8: contribution to K: -0.05921 neV
K, sum of orders 1 to 8: -4237 neV per ion
K, direct diagonalization: -4237.1 neV per ion
cubic lattice constant: 0.834 nm
K as energy density, octahedral ions only: -1.872e+04 J/m3
power of zeta in K, direct: 4.073
zero-field parameter a: 2011 neV
K at h = 1 meV: -5021 neV
-5a/2: -5027 neV
low-symmetry d8: order-4 misfit of rank-2 form: 0.09348
d8, orbital field 0.02 eV: odd first-order energy: -4.386 meV
d8: order-4 K at h=0.04 eV: -53.22 neV
d8: order-4 K at h=0.02 eV: -13.94 neV
distortion parameter v: 0.03 eV
tetragonal E(001)-E(100), direct: 6346 neV
tetragonal order 2: -1809 neV; part odd in v -35.12 neV
tetragonal order 3: 8617 neV; part odd in v 8437 neV
tetragonal order 4: -471.2 neV; part odd in v -458.2 neV
tetragonal order 2 from direct energies: -1809 neV
tetragonal: power between zeta/4 and zeta/2: 4.914
power of zeta, degenerate d7 ion: 1.996
d7 ion, 4[E(110)-E(100)] at zeta=0.065 eV: 2.471e+06 neV
one trigonal site: order-2 spread: 1.007e+04 neV
mean of four trigonal sites: order-2 spread: 1.73e-08 neV
K, mean of four trigonal sites: -4255 neV
elastic constants c11, c12: 270, 160 GPa
magnetoelastic b (dv/dstrain 1 eV): 265.1 ueV per ion
strain relaxation part of K: 2.823 neV
K with 10Dq raised by 10 percent: -6950 neV
mean-field Curie temperature: 812.3 K
reduced moment at 300 K: 0.9505
rank-4 thermal average at 300 K: 0.6194
same ratio from free energy, weak field: 0.6173
K from free energy at 300 K: -2560 neV
```
